**Dipolar shift of a sensor atom's resonance when a memory atom is reversed**

The program tests the shift $\Delta f=4\mu_0\mu_s\mu_m/(4\pi h r^3)$ for a sensor moment $\mu_s$ and a memory moment $\mu_m$, a distance $r$ apart in a plane and both along its normal. The formula holds when the resonance reverses the whole sensor moment and the bias field exceeds the memory's dipole field $b$. The program asserts that the dipole field agrees with a Biot–Savart sum over a small current loop, in the plane and with a height offset. It also asserts that both resonance frequencies and their difference agree with diagonalization of the full two-atom Hamiltonian. Further assertions cover a doubled distance, zero and weak bias, a tunnel-split sensor, and a spin-5/2 sensor with a one-quantum transition. For 5 and 10 Bohr magnetons at 1.2 nm, the output shows $b=5.367$ mT and a shift of 1.5023 GHz, against 0.3005 GHz for the one-quantum sensor. The neglected effects, at the sizes assumed in the program, add up in magnitude to 57.8 MHz, or 3.8 % of the shift.

## Numerical check

```python
"""
Result under test: a sensor atom (moment mu_s) and a memory atom (moment mu_m)
lie a distance r apart in a plane, both moments along the normal z.
If the sensor resonance reverses its whole moment, and the bias field B0 along z
exceeds the dipole field b = mu0 mu_m/(4 pi r^3), reversing the memory shifts
the resonance by   shift = 4 mu0 mu_s mu_m / (4 pi h r^3).
Energies are divided by h and given in GHz; moments are in Bohr magnetons.
States are labelled by moment projection (electron charge sign absorbed).
"""
import numpy as np
from scipy import constants as const

MU_B = const.physical_constants["Bohr magneton"][0]
MU0_4PI = const.mu_0 / (4 * np.pi)
GHZ_PER_T = MU_B / const.h / 1e9
GHZ_PER_MEV = 1e-3 * const.e / const.h / 1e9
NM = 1e-9

# Inputs: round or rough values
mu_s, mu_m = 5.0, 10.0
r = 1.2 * NM
bias = 0.15
temperature = 4.0
gap_s_mev, gap_m_mev = 14.0, 15.0
linewidth = 0.02
J_MEMORY = 8
D_s = gap_s_mev * GHZ_PER_MEV / 3     # spin 2: levels 2 and 1 differ by 3 D
D_m = gap_m_mev * GHZ_PER_MEV / 15    # J = 8: levels 8 and 7 differ by 15 D


def dipole_field(distance):
    """Size of the memory's field in its equatorial plane, in tesla."""
    return MU0_4PI * mu_m * MU_B / distance**3


def shift_formula(distance):
    return 4 * mu_s * GHZ_PER_T * dipole_field(distance)


def loop_field(point, radius, n=400):
    """Biot-Savart field of a circular current loop with the memory's moment."""
    phi = 2 * np.pi * (np.arange(n) + 0.5) / n
    zero = np.zeros(n)
    source = radius * np.stack([np.cos(phi), np.sin(phi), zero], axis=1)
    element = radius * 2 * np.pi / n * np.stack(
        [-np.sin(phi), np.cos(phi), zero], axis=1)
    sep = np.asarray(point) - source
    dist = np.linalg.norm(sep, axis=1)[:, None]
    current = mu_m * MU_B / (np.pi * radius**2)
    return MU0_4PI * current * np.sum(np.cross(element, sep) / dist**3, axis=0)


def spin_matrices(S):
    m = S - np.arange(int(2 * S + 1))
    plus = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    return (plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m), plus


def pair_hamiltonian(distance=r, bz=bias, bx=0.0, S=2, D=D_s,
                     tunnel=0.0, exchange=0.0):
    """Full two-atom Hamiltonian in GHz; the atoms are separated along x."""
    g_s, g_m = mu_s / S, mu_m / J_MEMORY
    sx, sy, sz, sp = spin_matrices(S)
    jx, jy, jz, _ = spin_matrices(J_MEMORY)
    one_s, one_m = np.eye(len(sz)), np.eye(len(jz))
    A = [g_s * np.kron(op, one_m) for op in (sx, sy, sz)]
    M = [g_m * np.kron(one_s, op) for op in (jx, jy, jz)]
    coupling = MU0_4PI * MU_B**2 / distance**3 / const.h / 1e9
    H = coupling * (-2 * A[0] @ M[0] + A[1] @ M[1] + A[2] @ M[2])
    H = H - GHZ_PER_T * (bz * (A[2] + M[2]) + bx * (A[0] + M[0]))
    H = H - D * np.kron(sz @ sz, one_m) - D_m * np.kron(one_s, jz @ jz)
    if tunnel:
        four = np.linalg.matrix_power(sp, 4)
        H = H + tunnel / 48 * np.kron(four + four.T, one_m)
    return H + exchange * A[2] @ M[2] / (mu_s * mu_m)


def resonances(final_index=-1, **options):
    """Sensor line (GHz) for memory up and memory down, by diagonalization."""
    energy, vec = np.linalg.eigh(pair_hamiltonian(**options))
    dim_m = 2 * J_MEMORY + 1
    dim_s = len(energy) // dim_m
    lines = []
    for memory_index in (0, dim_m - 1):
        level = []
        for sensor_index in (0, final_index % dim_s):
            weight = abs(vec[sensor_index * dim_m + memory_index])**2
            assert weight.max() > 0.9
            level.append(energy[np.argmax(weight)])
        lines.append(abs(level[1] - level[0]))
    return np.array(lines)


def shift_full(**options):
    up, down = resonances(**options)
    return down - up


b = dipole_field(r)
shift = shift_formula(r)

# Dipole field against Biot-Savart: sign, direction, size
tiny_loop = loop_field([r, 0, 0], 0.005 * NM)
assert abs(tiny_loop[2] / -b - 1) < 1e-4
assert np.hypot(tiny_loop[0], tiny_loop[1]) < 1e-6 * b

# Height offset: angular factor against Biot-Savart
height = 0.05 * NM
slant = np.hypot(r, height)
height_ratio = (r / slant)**3 * (1 - 3 * (height / slant)**2)
loop_high = loop_field([r, 0, height], 0.005 * NM)
assert abs(loop_high[2] / -b - height_ratio) < 1e-4

# Finite source size: leading correction of a loop is (9/8)(radius/r)^2
radius = 0.05 * NM
size_ratio = loop_field([r, 0, 0], radius)[2] / -b
assert abs(size_ratio - 1 - 9 / 8 * (radius / r)**2) < 2e-5

# Lines and shift against the full two-atom Hamiltonian
f_up = 2 * mu_s * GHZ_PER_T * (bias - b)
f_down = 2 * mu_s * GHZ_PER_T * (bias + b)
full_up, full_down = resonances()
full_shift = full_down - full_up
assert abs(full_up - f_up) < 1e-4 and abs(full_down - f_down) < 1e-4
assert abs(full_shift / shift - 1) < 1e-4
assert abs(shift - 1.5) < 0.05

# The shift does not depend on a bias above b, and falls as 1/r^3
assert abs(shift_full(bz=0.30) / shift - 1) < 1e-4
shift_far = shift_full(distance=2 * r)
assert abs(shift / shift_far - 8) < 1e-2

# No bias: two degenerate pairs, so both memory states give one frequency
low = np.linalg.eigvalsh(pair_hamiltonian(bz=0.0))[:4]
assert low[1] - low[0] < 1e-5 and low[3] - low[2] < 1e-5
zero_bias_line = low[2] - low[0]
assert abs(zero_bias_line - shift / 2) < 1e-4

# Bias below b: the shift is set by the bias instead
weak_bias = 0.002
weak_shift = shift_full(bz=weak_bias)
assert weak_bias < b
assert abs(weak_shift - 4 * mu_s * GHZ_PER_T * weak_bias) < 1e-4

# One-quantum line of an isotropic spin 5/2 with the same 5 Bohr magnetons
one_quantum = shift_full(final_index=1, S=2.5, D=0.0)
assert abs(one_quantum - 2 * 2 * GHZ_PER_T * b) < 1e-4

# Neglected effects, each as a change of the shift in MHz
tunnel = 1.0
tunnel_shift = shift_full(tunnel=tunnel)
assert abs(tunnel_shift - (np.hypot(f_down, tunnel)
                           - np.hypot(f_up, tunnel))) < 1e-4
exchange_mev = 0.1 * np.exp(-(r / NM - 0.7) / 0.05)
exchange = exchange_mev * GHZ_PER_MEV
changes = {
    "distance larger by 0.01 nm": shift_formula(r + 0.01 * NM) - shift,
    "height difference 0.05 nm": shift * (height_ratio - 1),
    "source loop radius 0.05 nm": shift * (size_ratio - 1),
    "sensor tunnel splitting 1 GHz": tunnel_shift - full_shift,
    "in-plane field 1 T": shift_full(bx=1.0) - full_shift,
    "assumed residual exchange": shift_full(exchange=exchange) - full_shift,
}
total = sum(abs(value) for value in changes.values())
assert total < 0.05 * shift

kT = const.k * temperature
contrast = np.tanh(const.h * f_up * 1e9 / (2 * kT))
excited = np.exp(-gap_s_mev * 1e-3 * const.e / kT)
coupling_uev = shift / 4 / GHZ_PER_MEV * 1e3

print(f"Sensor moment: {mu_s:.0f} Bohr magnetons")
print(f"Memory moment: {mu_m:.0f} Bohr magnetons")
print(f"Distance: {r / NM:.1f} nm")
print(f"Bias field: {bias * 1e3:.0f} mT")
print(f"Bohr magneton / h: {GHZ_PER_T:.3f} GHz/T")
print(f"Dipole field b at sensor: {b * 1e3:.3f} mT")
print(f"Field change on memory reversal: {2 * b * 1e3:.2f} mT")
print(f"Sensor line without memory: {2 * mu_s * GHZ_PER_T * bias:.3f} GHz")
print(f"Sensor line, memory up: {f_up:.3f} GHz")
print(f"Sensor line, memory down: {f_down:.3f} GHz")
print(f"Shift, formula: {shift:.4f} GHz")
print(f"Shift, full two-atom Hamiltonian: {full_shift:.4f} GHz")
print(f"Shift as energy: {shift / GHZ_PER_MEV * 1e3:.2f} ueV")
print(f"Dipolar coupling energy (a quarter of it): {coupling_uev:.2f} ueV")
print(f"Shift at doubled distance: {shift_far:.4f} GHz")
print(f"Line at zero bias, either memory state: {zero_bias_line:.4f} GHz")
print(f"Shift at weak bias {weak_bias * 1e3:.0f} mT: {weak_shift:.4f} GHz")
print(f"Shift of one-quantum spin-5/2 line: {one_quantum:.4f} GHz")
print(f"First excitation, sensor: {gap_s_mev:.0f} meV")
print(f"First excitation, memory: {gap_m_mev:.0f} meV")
print(f"Rough line width: {linewidth * 1e3:.0f} MHz")
print(f"Shift / line width: {shift / linewidth:.0f}")
print("Changes of the shift from neglected effects:")
for label, value in changes.items():
    print(f"  {label}: {value * 1e3:+.3f} MHz")
print(f"Sum of their sizes: {total * 1e3:.1f} MHz")
print(f"Sum relative to shift: {100 * total / shift:.1f} %")
print(f"Assumed exchange energy at 1.2 nm: {exchange_mev * 1e6:.2f} neV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT / const.e * 1e3:.3f} meV")
print(f"Population contrast, memory up: {contrast:.3f}")
print(f"Boltzmann factor of next sensor level: {excited:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Sensor moment: 5 Bohr magnetons
Memory moment: 10 Bohr magnetons
Distance: 1.2 nm
Bias field: 150 mT
Bohr magneton / h: 13.996 GHz/T
Dipole field b at sensor: 5.367 mT
Field change on memory reversal: 10.73 mT
Sensor line without memory: 20.994 GHz
Sensor line, memory up: 20.243 GHz
Sensor line, memory down: 21.746 GHz
Shift, formula: 1.5023 GHz
Shift, full two-atom Hamiltonian: 1.5023 GHz
Shift as energy: 6.21 ueV
Dipolar coupling energy (a quarter of it): 1.55 ueV
Shift at doubled distance: 0.1878 GHz
Line at zero bias, either memory state: 0.7512 GHz
Shift at weak bias 2 mT: 0.5598 GHz
Shift of one-quantum spin-5/2 line: 0.3005 GHz
First excitation, sensor: 14 meV
First excitation, memory: 15 meV
Rough line width: 20 MHz
Shift / line width: 75
Changes of the shift from neglected effects:
  distance larger by 0.01 nm: -36.941 MHz
  height difference 0.05 nm: -11.695 MHz
  source loop radius 0.05 nm: +2.940 MHz
  sensor tunnel splitting 1 GHz: -1.704 MHz
  in-plane field 1 T: -0.098 MHz
  assumed residual exchange: +4.391 MHz
Sum of their sizes: 57.8 MHz
Sum relative to shift: 3.8 %
Assumed exchange energy at 1.2 nm: 4.54 neV
Temperature: 4 K
Thermal energy: 0.345 meV
Population contrast, memory up: 0.121
Boltzmann factor of next sensor level: 2.3e-18
ALL CHECKS PASSED
```
